Why a 1s Hole Cannot Decay to the 2p⁻² ³P Term, part 1

(Sections cited here and not found follow in the second part.)

## First half: the symmetry derivation, and the reduction to a pair amplitude

Take a closed-shell atom that has lost one 1s electron. Its orbital state has no preferred direction and is unchanged by inversion through the nucleus. Suppose that it decays by filling the 1s hole from the 2p shell and ejecting a second 2p electron along the unit vector u, and that the ion is left in the triplet P term. The orbital part of that term is described by one vector a. Two p electrons have orbital functions that behave like the components of their positions r₁ and r₂, and the P combination of the two is the cross product r₁ × r₂. The vector a is therefore axial: inversion reverses both r₁ and r₂ and leaves a as it was.

The decay amplitude must be a scalar under rotations, linear in a, and otherwise a function of u alone. The one available form is

A(u) = g a·u,

with g independent of direction. Inversion leaves the initial state and a unchanged, but it turns u into −u. Since the Coulomb forces do not distinguish an arrangement from its inverted image, A(−u) = A(u), so

−g a·u = g a·u, and hence g = 0.

The decay is forbidden in every direction. The same reasoning shows what would be allowed. If the holes are in 2s and 2p, the ion is described by a single position-like vector b, which does change sign under inversion, and b·u survives. If the two 2p holes form a D term, the ion is described by a symmetric traceless tensor Q, and the amplitude Σ Q_ij u_i u_j survives as well.

### The statement and its conditions

The initial ion has the configuration 1s 2s² 2p⁶, followed by filled outer shells if there are any. One unpaired s electron gives the term ²S. The final ion has two holes in 2p, written 2p⁻², and one electron is free. The statement to be shown is:

the amplitude for ²S (1s⁻¹) → ³P (2p⁻²) + one free electron is zero, for every energy and every partial wave of that electron.

The assumptions are these. The Hamiltonian contains kinetic energy, attraction to a point nucleus and Coulomb repulsion between the electrons. There is no spin-orbit or other magnetic term and no external field. The electron that was removed when the hole was made is far away and takes no part. The ion terms have definite L, S and parity, which is what pure LS coupling means. Hartree atomic units are used: ħ, the electron mass, the elementary charge and 4πε₀ are all 1.

### First derivation: conserved quantities

The Hamiltonian is

H = Σ_i (p_i²/2 − Z/r_i) + Σ_(i<j) 1/|r_i − r_j|.

Each term depends on lengths alone. Rotating all electrons together about the nucleus leaves H unchanged, so H commutes with the total orbital angular momentum L. Replacing every r_i by −r_i also leaves H unchanged, so H commutes with the parity operator Π. No spin operator appears, so H commutes with the total spin S.

These facts carry over to the evolution operator U = exp(−iHt). Let the initial state i have parity +1 and a possible final state f have parity −1. Because Π commutes with U,

⟨f|ΠU|i⟩ = ⟨f|UΠ|i⟩.

On the left, Π acts on f and gives −1. On the right, it acts on i and gives +1. Hence

−⟨f|U|i⟩ = ⟨f|U|i⟩, so ⟨f|U|i⟩ = 0.

The same steps with L² in place of Π show that a final state with a different total L has zero amplitude, and likewise for S. No expansion in the strength of the repulsion has been made.

The quantum numbers of the initial state follow from its configuration. Filled subshells have L = 0 and S = 0. The single 1s electron gives L = 0 and S = 1/2. An orbital of angular momentum l has parity (−1)^l, and a product of orbitals has the product of their parities. The six 2p electrons contribute (−1)⁶ = +1 and the s electrons contribute +1. The initial state is therefore

L = 0, S = 1/2, Π = +1.

Now take the final state. The ion has L_ion = 1 and S_ion = 1. The free electron has orbital angular momentum l and spin 1/2. The total orbital angular momentum can take the values from |L_ion − l| to L_ion + l. For it to be zero we need

l = L_ion = 1.

The free electron must leave in a p wave. Four 2p electrons remain in the ion, so its parity is (−1)⁴ = +1. The p wave has parity −1. The parity of the whole final state is

Π_final = (+1)(−1) = −1,

which differs from the initial value of +1. The p wave has the wrong parity, and every other wave has the wrong total L. This completes the first derivation.

Spin does not cause the ban. A spin of 1 and a spin of 1/2 can combine to a total of 1/2, as required. The obstruction lies in the orbital motion, and it needs both conservation laws. With angular momentum alone, a p wave would do. With parity alone, an s or a d wave would do.

### The other terms with two holes in the L shell

The argument gives a rule for any ion term reached from an even ²S state with one free electron. Angular momentum requires l = L_ion, and parity requires Π_ion (−1)^l = +1. Together,

Π_ion = (−1)^(L_ion).

Spin adds the condition that S_ion is 0 or 1. The terms with two holes in n = 2 are then sorted as follows.

2s⁻² ¹S: even, L_ion = 0, allowed, s wave.

2s⁻¹2p⁻¹ ¹P and ³P: odd, L_ion = 1, allowed, p wave.

2p⁻² ¹S: even, L_ion = 0, allowed, s wave.

2p⁻² ¹D: even, L_ion = 2, allowed, d wave.

2p⁻² ³P: even, L_ion = 1, forbidden.

There are thus two triplet P terms, and the ban concerns the even one. Correlation does not lift it. A correlated ion state is a mixture of many configurations, but the Coulomb repulsion mixes only configurations with the same L, S and parity. The mixture remains even with L_ion = 1, and the derivation used nothing else about it.

### What opens the channel

Each conservation law can be broken separately. An environment that is symmetric under inversion but not under rotation, such as a field of quadrupole form, removes the demand for a p wave. Even waves then become possible. An environment that breaks inversion symmetry can admit odd waves. A uniform electric field F breaks both symmetries. The combination a·(u × F) is unchanged by rotating or inverting everything together, field included. An amplitude proportional to F is therefore allowed, and the corresponding strength then starts in proportion to F².

Spin-orbit coupling acts differently. It respects inversion and the total angular momentum J, but not L and S separately. The ion level called ³P then contains some singlet character, through which it can be reached. The second half works out how much.

The distant photoelectron is a further condition. If it is slow and still nearby during the decay, the conserved quantities belong to the ion and both free electrons together, and the rule for the ion alone no longer follows.

### Second derivation: two electrons change places

The second derivation calculates the amplitude from orbitals. It assumes a single configuration for each ion state and one common set of orthogonal orbitals. Let ε denote the free orbital, normalised per unit energy: ⟨ε|ε′⟩ = δ(E − E′). The decay width is then given by the golden rule,

Γ = 2π Σ |amplitude|²,

where the sum runs over the final states of the term. With ħ = 1 the width equals the decay rate.

Let the missing 1s electron have spin up. Two spin-orbitals a and b of the 2p shell are emptied, and the spin-orbitals 1s↑ and ε are filled. Since two spin-orbitals change, one-electron operators do not contribute. The repulsion is

V = ½ Σ ⟨pq|rs⟩ c†_p c†_q c_s c_r,

⟨pq|rs⟩ = ∫∫ p*(1) q*(2) (1/r₁₂) r(1) s(2),

where c†_p adds an electron to p and c_r removes one from r. Four terms of the sum produce the required change. Exchanging p with q and r with s together relabels the two electrons: the integral is unchanged, and the operators give two sign changes that cancel. The four terms therefore form two equal pairs, which removes the factor ½. What remains is

[⟨1s↑ ε|ab⟩ − ⟨1s↑ ε|ba⟩] c†_1s↑ c†_ε c_b c_a.

The minus sign comes from c_a c_b = −c_b c_a. The bracket is the matrix element of 1/r₁₂ between two normalised two-electron determinants, one made from a and b and the other from 1s↑ and ε. The remaining electrons are spectators.

A closed shell has L = S = 0. If the ion is left with given L and S, the removed pair must have had the same L and S, with opposite projections, so that the two combine to zero. Summing over all states of an ion term is thus the same as summing over all states of the removed pair in that term.

### Separating the spin

Write the orbital state of the removed pair as

Φ_LM(1,2) = Σ C(m₁m₂|LM) p_m₁(1) p_m₂(2),

where C(m₁m₂|LM) is the Clebsch–Gordan coefficient that couples two unit angular momenta. These coefficients obey

C(m₂m₁|LM) = (−1)^L C(m₁m₂|LM).

Hence Φ is symmetric under exchange of the electrons for L = 0 and 2, and antisymmetric for L = 1. The complete pair state must be antisymmetric, so the first two go with the spin singlet and the last with the triplet. This gives the terms ¹S, ¹D and ³P, with 1 + 5 + 9 = 15 states. That is the number of ways of choosing two out of six spin-orbitals.

Define the orbital amplitude

T = ∫∫ 1s*(1) ε*(2) (1/r₁₂) Φ_LM(1,2).

The determinant for the filled orbitals, with spin σ for the free electron, is

[1s(1)↑(1) ε(2)σ(2) − ε(1)σ(1) 1s(2)↑(2)]/√2.

For the singlet (↑↓ − ↓↑)/√2 the free electron must have spin down. The first term of the determinant gives (1/√2)(1/√2)T. In the second term, the minus sign of the determinant meets the minus sign of the singlet, and the symmetric Φ gives T again. The total is T/2 + T/2 = T.

For the triplet, Φ is antisymmetric, so exchanging the electrons turns T into −T. With both spins up, the amplitude is [T − (−T)]/√2 = √2 T. With (↑↓ + ↓↑)/√2, it is ½[T − (−T)] = T. With both spins down it is zero, since one electron must fill the spin-up vacancy. The squares add up to 2|T|² + |T|² = 3|T|². Therefore

Γ(singlet) = 2π Σ |T|²,

Γ(triplet) = 3 × 2π Σ |T|²,

with the sums over M and over the partial waves. Spin by itself favours the triplet by a factor of 3. The ban has to come from T.

### A test with the complete repulsion

T can be examined without expanding 1/r₁₂. For neon, Hartree–Fock orbitals were calculated in the Gaussian basis cc-pVTZ, with the unoccupied orbitals of that basis standing in for ε. The quantity Σ|T|², including the spin factor 1 or 3, came out as 2.9 × 10⁻³² Hartree² for the 2p2p triplet and 0.0281 Hartree² for the two 2p2p singlets together. The first value is zero to rounding, in this basis and in larger ones. The second depends on the basis and rises to about 0.043 Hartree² in a much larger one.

For holes in 2s and 2p the sums in cc-pVTZ are 0.0180 Hartree² for the triplet and 0.00080 Hartree² for the singlet, so that triplet is open. The singlet value is far from converged: in the much larger basis it rises to about 0.015 Hartree², while the triplet sum changes only to about 0.020 Hartree². The large ratio of the two in cc-pVTZ therefore has no physical meaning. These sums include orbitals of all energies in a finite basis. They are not decay rates, and their ratio is not a branching ratio.

As a control, a uniform field of 51.4 MV/cm was applied to the same atom. The ratio of the 2p2p triplet sum to the singlet sum rose to 1.1 × 10⁻⁵ (about 0.8 × 10⁻⁵ in the larger basis), and doubling the field multiplied the triplet sum by 4.000. This is the F² law derived above.

## Second half: the Coulomb amplitude, the widths and the limits of the ban

The following is taken from the first half. The removed 2p pair has the orbital state Φ_LM = Σ C(m₁m₂|LM) p_m₁(1) p_m₂(2), with L = 0 and 2 for the singlets ¹S and ¹D, and L = 1 for the triplet ³P. The amplitude T is the integral of 1/r₁₂ between Φ_LM and the product 1s(1) ε(2), where ε is the free orbital normalised per unit energy. The width is 2πΣ|T|² for a singlet and three times that for a triplet. The symmetry derivation has shown that the ³P width vanishes. Now T is calculated.

### The angular integral

Write each orbital as P(r)/r times a spherical harmonic Y_lm, and expand the repulsion in multipoles:

1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) (4π/(2k+1)) Σ_q Y*_kq(1) Y_kq(2).

Here r_< and r_> are the smaller and the larger of r₁ and r₂. Electron 1 goes from 2p to 1s. Since Y₀₀ = 1/√(4π) is constant, its angular integral is

∫ Y*₀₀ Y*_kq Y_1m₁ dΩ = (1/√(4π)) δ_k1 δ_q,m₁,

by orthogonality of the harmonics. The dipole term k = 1 alone contributes. Electron 2 then carries Y_1m₁ from the repulsion and Y_1m₂ from its own 2p orbital, both at the same direction Ω. Collecting the factors,

T = (4π/3)(1/√(4π)) R_l ∫ Y*_lm(Ω) B_LM(Ω) dΩ = (√(4π)/3) R_l ∫ Y*_lm B_LM dΩ,

B_LM(Ω) = Σ C(m₁m₂|LM) Y_1m₁(Ω) Y_1m₂(Ω),

R_l = ∫∫ P_1s(r₁) P_2p(r₁) (r_</r_>²) P_εl(r₂) P_2p(r₂) dr₁ dr₂.

For L = 1, exchange the names m₁ and m₂ in the sum for B. The product of harmonics does not change, since both factors are ordinary functions of one direction. The coefficient changes sign. Hence

B_1M = −B_1M = 0,

and T = 0 for every l, m and energy. This completes the second derivation. In vector language, B_1M is, up to a constant, a component of the cross product of a unit vector with itself.

The step did not use the exchange term of the repulsion. It applies equally to one hole in 2p and one in 3p: the direct and exchange parts then have different radial integrals, but each is multiplied by B_1M = 0. In that case both ¹P and ³P are forbidden, in agreement with the rule Π_ion = (−1)^(L_ion). The ban therefore does not rest on the Pauli principle.

In a single determinant it can nevertheless look like a cancellation. Take two removed electrons with parallel spins and m = 1 and 0, which is a pure ³P state, and a free d wave with m = 1. From

Y₁₁ = −√(3/8π) sinθ e^(iφ), Y₁₀ = √(3/4π) cosθ, Y₂₁ = −√(15/8π) sinθ cosθ e^(iφ)

one finds Y₁₁Y₁₀ = √(3/20π) Y₂₁. The direct term is (√(4π)/3)√(3/20π) R_d = 0.2582 R_d. The exchange term contains the same two harmonics in the opposite order and has the same value, so the difference is zero.

Both derivations have now shown that, with Coulomb forces alone, the decay to 2p⁻² ³P has zero amplitude. What remains is to find the widths of the allowed ¹S and ¹D decays, and how far spin-orbit coupling opens the triplet.
